**Light-shift operator and magic wavelengths of a model atom**

The program tests the split of the second-order light shift of a level J into scalar, vector and tensor polarizabilities (`a_s`, `a_v`, `a_t`) with 6j coefficients; `eps` is the polarization, `F` the field amplitude and `w` the photon energy. It asserts that the formula agrees with explicit sums over magnetic sublevels for J from 1/2 to 5/2 and random elliptical light; the largest difference is 3.3e-16. For the excited J = 1 level of the model it also compares the shifts with quasi-energies from a truncated Floquet Hamiltonian, at photon energies 1.2 and 2.0 eV and a field of 1e-3 V/Å; the largest difference is 2.3e-6 of the largest shift magnitude in the level. Three magic photon energies are found from the polarizabilities and asserted to agree with Floquet values within 2e-4 eV: 1.33544 eV (m = 0, light along z), 2.14178 eV (|m| = 1, light along z) and 1.58410 eV (cos² = 1/3). A frequency scan asserts a single sign change below the first coupled pole in each case. For m = 0 and light along z, the program also asserts agreement with the root of a quadratic equation and tests the sensitivity to laser frequency against Floquet shifts. The level energies and dipoles are round model parameters, not data for a real atom.

## Verification by program

```python
"""Light-shift operator of a level J, split into scalar, vector and tensor parts,
and magic wavelengths of a few-level model atom.

Field: E(t) = (F/2) [eps exp(-i w t) + c.c.], eps a complex unit vector.
Result under test, inside the level J:
  U = -(F^2/4) { a_s - i a_v (eps* x eps).J/(2J)
       + a_t [3(eps*.J)(eps.J) + 3(eps.J)(eps*.J) - 2J^2] / [2J(2J-1)] }
a_s, a_v, a_t: sums over intermediate levels J' with 6j coefficients.
Energies in eV, dipoles in e*angstrom, F in V/angstrom,
polarizabilities in e^2 angstrom^2 / eV.
A magic frequency makes the polarizabilities of two states equal.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from sympy import Rational
from sympy.physics.wigner import wigner_3j, wigner_6j


def half(x):
    return Rational(int(round(2 * x)), 2)


@lru_cache(maxsize=None)
def six_j(J, Jp, K):
    return float(wigner_6j(1, 1, K, half(J), half(J), half(Jp)))


def angular_factors(J, Jp):
    """Factors of S*2D/(D^2-w^2), S*2w/(D^2-w^2), S*2D/(D^2-w^2)."""
    sign = (-1) ** int(round(J + Jp))
    scalar = 1 / (3 * (2 * J + 1))
    vector = tensor = 0.0
    if J > 0:
        vector = -sign * np.sqrt(6 * J / ((J + 1) * (2 * J + 1))) * six_j(J, Jp, 1)
    if J >= 1:
        root = np.sqrt(10 * J * (2 * J - 1)
                       / (3 * (J + 1) * (2 * J + 1) * (2 * J + 3)))
        tensor = sign * root * six_j(J, Jp, 2)
    return scalar, vector, tensor


def polarizabilities(J, lines, w):
    """lines: list of (energy difference, J', reduced dipole)."""
    total = np.zeros(3)
    for gap, Jp, dip in lines:
        freq = np.array([2 * gap, 2 * w, 2 * gap]) / (gap**2 - w**2)
        total += np.array(angular_factors(J, Jp)) * freq * dip**2
    return total


def spin_matrices(J):
    m = np.arange(int(round(2 * J)) + 1) - J
    up = np.diag(np.sqrt(J * (J + 1) - m[:-1] * (m[:-1] + 1)), -1)
    return np.array([(up + up.T) / 2, (up - up.T) / 2j, np.diag(m)])


def operator_from_parts(J, parts, eps):
    """The braces in the result under test."""
    a_s, a_v, a_t = parts
    Jvec = spin_matrices(J)
    one = np.eye(Jvec.shape[1])
    op = a_s * one.astype(complex)
    if J > 0:
        axis = np.cross(eps.conj(), eps)
        op += -1j * a_v * np.tensordot(axis, Jvec, 1) / (2 * J)
    if J >= 1:
        e_J = np.tensordot(eps, Jvec, 1)
        c_J = np.tensordot(eps.conj(), Jvec, 1)
        quad = 3 * (c_J @ e_J + e_J @ c_J) - 2 * J * (J + 1) * one
        op += a_t * quad / (2 * J * (2 * J - 1))
    return op


def alpha_m(J, m, lines, w, eps):
    """Diagonal polarizability when a static field along z separates the m states."""
    a_s, a_v, a_t = polarizabilities(J, lines, w)
    value = a_s
    if J > 0:
        circ = (-1j * np.cross(eps.conj(), eps)[2]).real
        value += a_v * circ * m / (2 * J)
    if J >= 1:
        align = (3 * abs(eps[2])**2 - 1) / 2
        value += a_t * align * (3 * m**2 - J * (J + 1)) / (J * (2 * J - 1))
    return value


def dipole_block(Jp, J, reduced):
    """Cartesian matrices <J' m'| d |J m>, m ascending."""
    n_p, n = int(round(2 * Jp)) + 1, int(round(2 * J)) + 1
    sph = {q: np.zeros((n_p, n)) for q in (-1, 0, 1)}
    for i in range(n):
        for q in (-1, 0, 1):
            m = i - J
            k = int(round(m + q + Jp))
            if 0 <= k < n_p:
                mp = k - Jp
                three = wigner_3j(half(Jp), 1, half(J), half(-mp), q, half(m))
                sph[q][k, i] = (-1)**int(round(Jp - mp)) * float(three) * reduced
    return np.array([(sph[-1] - sph[1]) / np.sqrt(2),
                     1j * (sph[-1] + sph[1]) / np.sqrt(2), sph[0]])


rng = np.random.default_rng(7)


def random_polarization():
    v = rng.normal(size=3) + 1j * rng.normal(size=3)
    return v / np.linalg.norm(v)


# Decomposition against explicit sums over magnetic sublevels
levi = np.zeros((3, 3, 3))
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[a, b, c], levi[b, a, c] = 1, -1
worst_operator = 0.0
pairs_tested = 0
for J in (0.5, 1.0, 1.5, 2.0, 2.5):
    for Jp in (J - 1, J, J + 1):
        if Jp < 0:
            continue
        block = dipole_block(Jp, J, 1.3)
        J_up, J_low = spin_matrices(Jp), spin_matrices(J)
        for a in range(3):
            for b in range(3):
                comm = J_up[a] @ block[b] - block[b] @ J_low[a]
                assert np.allclose(comm, 1j * np.tensordot(levi[a, b], block, 1))
        back = dipole_block(J, Jp, 1.3 * (-1)**int(round(J - Jp)))
        assert np.allclose(back, block.conj().transpose(0, 2, 1))
        for gap, w in ((2.0, 1.1), (2.0, 3.1), (-1.5, 0.8)):
            eps = random_polarization()
            absorb = np.tensordot(eps, block, 1)
            emit = np.tensordot(eps.conj(), block, 1)
            direct = (absorb.conj().T @ absorb / (gap - w)
                      + emit.conj().T @ emit / (gap + w))
            lines = [(gap, Jp, 1.3)]
            formula = operator_from_parts(J, polarizabilities(J, lines, w), eps)
            worst_operator = max(worst_operator, abs(direct - formula).max())
            diagonal = [alpha_m(J, i - J, lines, w, eps)
                        for i in range(len(direct))]
            assert np.allclose(np.diag(direct).real, diagonal, atol=1e-11)
        pairs_tested += 1
assert worst_operator < 1e-11

# Model atom: name -> (J, energy in eV); reduced dipoles in e*angstrom
levels = {"g": (0, 0.0), "e": (1, 1.8), "P": (1, 2.7),
          "s": (0, 3.5), "d1": (1, 4.1), "d2": (2, 4.2)}
dipoles = {("P", "g"): 2.8, ("s", "e"): 1.2, ("d1", "e"): 1.5, ("d2", "e"): 2.6}


def lines_from(lower):
    return [(levels[u][1] - levels[lower][1], levels[u][0], D)
            for (u, low), D in dipoles.items() if low == lower]


lines_g, lines_e = lines_from("g"), lines_from("e")
start, size = {}, 0
for name, (J, energy) in levels.items():
    start[name] = size
    size += 2 * J + 1
bare = np.concatenate([np.full(2 * J + 1, en) for J, en in levels.values()])
dip_all = np.zeros((3, size, size), complex)
for (u, low), D in dipoles.items():
    Ju, Jl = levels[u][0], levels[low][0]
    rows = slice(start[u], start[u] + 2 * Ju + 1)
    cols = slice(start[low], start[low] + 2 * Jl + 1)
    blk = dipole_block(Ju, Jl, D)
    dip_all[:, rows, cols] = blk
    dip_all[:, cols, rows] = blk.conj().transpose(0, 2, 1)
g_state = start["g"]
e_state = {m: start["e"] + 1 + m for m in (-1, 0, 1)}


def floquet(w, eps, field, zeeman=0.0):
    """Quasi-energies, weights in the zero-photon block, and bare energies."""
    energies = bare.copy()
    for m, k in e_state.items():
        energies[k] += zeeman * m
    photons = np.arange(-2, 3)
    V = -field / 2 * np.tensordot(eps, dip_all, 1)
    H = np.diag((energies[None, :] - photons[:, None] * w).ravel()).astype(complex)
    step = np.kron(np.eye(5, k=-1), V)
    H += step + step.conj().T
    quasi, vec = np.linalg.eigh(H)
    return quasi, abs(vec[2 * size:3 * size])**2, energies


def floquet_shift(w, eps, field, state, zeeman=0.0):
    quasi, weight, energies = floquet(w, eps, field, zeeman)
    return quasi[np.argmax(weight[state])] - energies[state]


# Light shifts of the whole e level for elliptical light
F_test = 1e-3
worst_floquet = 0.0
for w in (1.2, 2.0):
    eps = random_polarization()
    quasi, weight, _ = floquet(w, eps, F_test)
    inside = weight[[e_state[m] for m in (-1, 0, 1)]].sum(axis=0) > 0.5
    assert inside.sum() == 3
    numeric = np.sort(quasi[inside] - levels["e"][1])
    op = operator_from_parts(1, polarizabilities(1, lines_e, w), eps)
    theory = np.sort(np.linalg.eigvalsh(-F_test**2 / 4 * op))
    error = abs(numeric - theory).max() / abs(theory).max()
    worst_floquet = max(worst_floquet, error)
assert worst_floquet < 1e-3  # remainder is fourth order in the field

# Magic frequencies
z_light = np.array([0, 0, 1], complex)
angle_light = np.array([np.sqrt(2 / 3), 0, np.sqrt(1 / 3)], complex)


def alpha_g(w):
    return polarizabilities(0, lines_g, w)[0]


def difference(w, m, eps):
    return alpha_m(1, m, lines_e, w, eps) - alpha_g(w)


pole_s = levels["s"][1] - levels["e"][1]
pole_d1 = levels["d1"][1] - levels["e"][1]
cases = {"m=0, along z": (0, z_light, pole_s, 0.0),
         "|m|=1, along z": (1, z_light, pole_d1, 0.0),
         "m=0, cos^2=1/3": (0, angle_light, pole_s, 1e-3)}
magic, magic_floquet = {}, {}
for label, (m, eps, pole, zeeman) in cases.items():
    magic[label] = brentq(difference, 0.1, pole - 1e-4, args=(m, eps), xtol=1e-13)
    scan = [difference(w, m, eps) for w in np.linspace(0.01, pole - 1e-4, 701)]
    assert np.count_nonzero(np.diff(np.sign(scan))) == 1

    def clock_shift(w):
        return (floquet_shift(w, eps, F_test, e_state[m], zeeman)
                - floquet_shift(w, eps, F_test, g_state, zeeman))

    magic_floquet[label] = brentq(clock_shift, magic[label] - 0.02,
                                  magic[label] + 0.02, xtol=1e-9)
    assert abs(magic_floquet[label] - magic[label]) < 2e-4
w0 = magic["m=0, along z"]
w_angle = magic["m=0, cos^2=1/3"]

# At cos^2 = 1/3 the |m|=1 states share the magic frequency of m=0
mean_shift = np.mean([floquet_shift(w_angle, angle_light, F_test, e_state[m], 1e-3)
                      for m in (-1, 1)])
assert abs(mean_shift / (-F_test**2 / 4) / alpha_g(w_angle) - 1) < 2e-3

# Quadratic in x = w^2 for m=0 and light along z, from matrix elements of d_z
strength, pole2 = {}, {}
for u, low_state, low in (("s", e_state[0], "e"), ("d2", e_state[0], "e"),
                          ("P", g_state, "g")):
    gap = levels[u][1] - levels[low][1]
    rows = slice(start[u], start[u] + 2 * levels[u][0] + 1)
    strength[u] = 2 * gap * np.sum(abs(dip_all[2, rows, low_state])**2)
    pole2[u] = gap**2
fac = {u: np.array([-1.0, pole2[u]]) for u in pole2}
quadratic = (strength["s"] * np.polymul(fac["d2"], fac["P"])
             + strength["d2"] * np.polymul(fac["s"], fac["P"])
             - strength["P"] * np.polymul(fac["s"], fac["d2"]))
roots = np.sort(np.roots(quadratic).real)
assert abs(np.sqrt(roots[0]) - w0) < 1e-9
assert pole2["s"] < roots[1] < pole2["d2"]
assert abs(difference(np.sqrt(roots[1]), 0, z_light)) < 1e-8

# Sensitivity to the laser frequency
h = 1e-5
slope = (difference(w0 + h, 0, z_light) - difference(w0 - h, 0, z_light)) / (2 * h)
detuning = 1e-3
observed = [floquet_shift(w0 + sgn * detuning, z_light, F_test, e_state[0])
            - floquet_shift(w0 + sgn * detuning, z_light, F_test, g_state)
            for sgn in (1, -1)]
predicted = -F_test**2 / 4 * slope * detuning
assert abs((observed[0] - observed[1]) / 2 / predicted - 1) < 0.01

# Worked numbers
hc = const.h * const.c / const.e * 1e10
a0 = const.physical_constants["Bohr radius"][0] * 1e10
hartree = const.physical_constants["Hartree energy in eV"][0]
atomic_unit = a0**2 / hartree
F = 1e-4
unit = "e^2 A^2/eV"
print("Model levels (J, energy in eV):")
for name, (J, energy) in levels.items():
    print(f"  {name:2s} J={J}  {energy:.1f} eV")
print("Reduced dipoles (e*angstrom):",
      ", ".join(f"{low}-{u} {D:.1f}" for (u, low), D in dipoles.items()))
print("Angular factors for J=1 (scalar, vector, tensor):")
for Jp in (0, 1, 2):
    print(f"  J'={Jp}: " + "  ".join(f"{x:+.6f}" for x in angular_factors(1, Jp)))
print(f"Pairs (J,J') tested: {pairs_tested}, largest error {worst_operator:.1e}")
print(f"Largest relative error against Floquet shifts: {worst_floquet:.1e}")
print(f"Static polarizability g: {alpha_g(0):.4f} {unit}")
for m in (0, 1):
    print(f"Static limit, e |m|={m}, along z: "
          f"{alpha_m(1, m, lines_e, 0, z_light):.4f} {unit}")
print("Quadratic for m=0: strength A (e^2 A^2 eV), squared pole b (eV^2):")
for u in strength:
    print(f"  {u:2s} A={strength[u]:.4f}  b={pole2[u]:.4f}"
          f"  A/(b-w^2) at magic={strength[u] / (pole2[u] - w0**2):.4f} {unit}")
print(f"Roots w^2: {roots[0]:.5f} and {roots[1]:.5f} eV^2")
print(f"Second crossing, above the s pole: {np.sqrt(roots[1]):.4f} eV")
print("Magic photon energy (eV), wavelength (angstrom), Floquet value (eV):")
for label, w in magic.items():
    print(f"  {label:15s} {w:.5f} eV  {hc / w:.1f} A  {magic_floquet[label]:.5f} eV")
parts = polarizabilities(1, lines_e, w0)
print("At the magic frequency of m=0, light along z:")
for label, value in zip(("scalar", "vector", "tensor"), parts):
    print(f"  {label} polarizability of e: {value:+.4f} {unit}")
print(f"  common polarizability: {alpha_g(w0):.4f} {unit}"
      f" = {alpha_g(w0) / atomic_unit:.1f} atomic units")
print(f"  field amplitude: {F:.1e} V/angstrom")
print(f"  common light shift: {-F**2 / 4 * alpha_g(w0):.4e} eV")
print(f"  slope of alpha_e - alpha_g: {slope:.4f} e^2 A^2/eV^2")
print(f"  differential shift for laser {detuning:.0e} eV too high: "
      f"{-F**2 / 4 * slope * detuning:.3e} eV")
tilt = np.radians(5)
tilted = np.array([np.sin(tilt), 0, np.cos(tilt)], complex)
print(f"  differential shift for a tilt of 5 degrees: "
      f"{-F**2 / 4 * difference(w0, 0, tilted):.3e} eV")
sigma_plus = -np.array([1, 1j, 0]) / np.sqrt(2)
for m in (-1, 0, 1):
    print(f"  sigma+ light, e m={m:+d}: "
          f"{alpha_m(1, m, lines_e, w0, sigma_plus):.4f} {unit}")
print(f"Scalar = common polarizability at cos^2=1/3: {alpha_g(w_angle):.4f} {unit}")
print("no test failed")
```

Printed output:

```
Model levels (J, energy in eV):
  g  J=0  0.0 eV
  e  J=1  1.8 eV
  P  J=1  2.7 eV
  s  J=0  3.5 eV
  d1 J=1  4.1 eV
  d2 J=2  4.2 eV
Reduced dipoles (e*angstrom): g-P 2.8, e-s 1.2, e-d1 1.5, e-d2 2.6
Angular factors for J=1 (scalar, vector, tensor):
  J'=0: +0.111111  -0.333333  -0.111111
  J'=1: +0.111111  -0.166667  +0.055556
  J'=2: +0.111111  +0.166667  -0.011111
Pairs (J,J') tested: 14, largest error 3.3e-16
Largest relative error against Floquet shifts: 2.3e-06
Static polarizability g: 1.9358 e^2 A^2/eV
Static limit, e |m|=0, along z: 1.3158 e^2 A^2/eV
Static limit, e |m|=1, along z: 0.8894 e^2 A^2/eV
Quadratic for m=0: strength A (e^2 A^2 eV), squared pole b (eV^2):
  s  A=1.6320  b=2.8900  A/(b-w^2) at magic=1.4748 e^2 A^2/eV
  d2 A=4.3264  b=5.7600  A/(b-w^2) at magic=1.0880 e^2 A^2/eV
  P  A=14.1120  b=7.2900  A/(b-w^2) at magic=2.5627 e^2 A^2/eV
Roots w^2: 1.78339 and 5.17408 eV^2
Second crossing, above the s pole: 2.2747 eV
Magic photon energy (eV), wavelength (angstrom), Floquet value (eV):
  m=0, along z    1.33544 eV  9284.2 A  1.33544 eV
  |m|=1, along z  2.14178 eV  5788.8 A  2.14178 eV
  m=0, cos^2=1/3  1.58410 eV  7826.8 A  1.58410 eV
At the magic frequency of m=0, light along z:
  scalar polarizability of e: +1.7262 e^2 A^2/eV
  vector polarizability of e: -0.6874 e^2 A^2/eV
  tensor polarizability of e: -0.4183 e^2 A^2/eV
  common polarizability: 2.5627 e^2 A^2/eV = 249.0 atomic units
  field amplitude: 1.0e-04 V/angstrom
  common light shift: -6.4068e-09 eV
  slope of alpha_e - alpha_g: 3.0472 e^2 A^2/eV^2
  differential shift for laser 1e-03 eV too high: -7.618e-12 eV
  differential shift for a tilt of 5 degrees: 2.383e-11 eV
  sigma+ light, e m=-1: 2.2790 e^2 A^2/eV
  sigma+ light, e m=+0: 1.3079 e^2 A^2/eV
  sigma+ light, e m=+1: 1.5916 e^2 A^2/eV
Scalar = common polarizability at cos^2=1/3: 2.9519 e^2 A^2/eV
no test failed
```
